# Pauli's fundamental theorem and the Dirac, chiral and Majorana gamma matrices: verification in Python

```python
"""Pauli's fundamental theorem for 4x4 gamma matrices.

Result under test: if g[mu] and h[mu] (mu = 0..3) both satisfy
{g[mu], g[nu]} = 2 eta[mu,nu] 1 with eta = diag(1,-1,-1,-1), then
h[mu] = S g[mu] S^-1 for an invertible S that is unique up to a factor, and
S(F) = sum_A H_A F G_A^-1 supplies it. G_A and H_A are the 16 ordered products
of distinct gammas and F is a seed matrix with S(F) nonzero.
Independent road: the linear equations h S - S g = 0 are solved by SVD.
Block notation: kron(tau, sigma), tau acts on blocks, sigma inside a block.
Example units: hbar = c = electron mass = 1.
"""
import numpy as np
from numpy.linalg import inv, norm, svd, matrix_rank
from scipy.linalg import expm
from scipy.constants import fine_structure

one2 = np.eye(2, dtype=complex)
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]], complex)
s3 = np.array([[1, 0], [0, -1]], complex)
one4 = np.eye(4, dtype=complex)
eta = np.diag([1.0, -1.0, -1.0, -1.0])
kron = np.kron
TOL = 1e-10


def close(a, b, tol=TOL):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


def products(g):
    """Ordered products; bit mu of the list index says whether g[mu] occurs."""
    out = []
    for bits in range(16):
        p = one4
        for mu in range(4):
            if bits >> mu & 1:
                p = p @ g[mu]
        out.append(p)
    return out


def group_sum(h, g, seed):
    return sum(P @ seed @ inv(Q) for P, Q in zip(products(h), products(g)))


def nested_sum(h, g, seed):
    x = seed
    for mu in (3, 2, 1, 0):
        x = x + h[mu] @ x @ inv(g[mu])
    return x


def intertwiners(h, g):
    """Orthonormal basis of all X with h[mu] X = X g[mu], found by SVD."""
    n = len(g[0])
    unit = np.eye(n)
    system = np.vstack([kron(a, unit) - kron(unit, b.T) for a, b in zip(h, g)])
    _, sing, vh = svd(system)
    return [v.conj().reshape(n, n) for v, s in zip(vh, sing) if s < 1e-9]


def sign_table(g):
    G = products(g)
    table = np.zeros((16, 16))
    for a in range(16):
        for b in range(16):
            ab = G[a] @ G[b]
            sign = np.trace(inv(G[a ^ b]) @ ab) / 4
            assert abs(sign.imag) < 1e-9 and abs(abs(sign) - 1) < 1e-9
            assert close(ab, sign * G[a ^ b], 1e-8)
            table[a, b] = round(sign.real)
    return table


def num(z):
    z = complex(z)
    return f"{round(z.real, 4) + 0.0:+.4f}{round(z.imag, 4) + 0.0:+.4f}i"


def show(label, matrix):
    print(label)
    for row in np.atleast_2d(matrix):
        print("  " + "  ".join(num(z) for z in row))


# The three standard representations
space = [kron(1j * s2, s) for s in (s1, s2, s3)]
dirac = [kron(s3, one2)] + space
chiral = [kron(s1, one2)] + space
majorana = [kron(s1, s2), kron(one2, 1j * s3),
            kron(-1j * s2, s2), kron(one2, -1j * s1)]

# Further representations: sign flip, transpose, boost, random scrambling
energy, momentum = 1.25, 0.75
rapidity = np.arctanh(momentum / energy)
ch, sh = np.cosh(rapidity), np.sinh(rapidity)
boosted = [ch * dirac[0] + sh * dirac[3], dirac[1], dirac[2],
           sh * dirac[0] + ch * dirac[3]]
rng = np.random.default_rng(7)
R = 2 * one4 + 0.4 * (rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))
reps = {"Dirac": dirac, "chiral": chiral, "Majorana": majorana,
        "negative": [-x for x in dirac], "transpose": [x.T for x in dirac],
        "boosted": boosted, "scrambled": [R @ x.T @ inv(R) for x in chiral]}

# Clifford algebra, signs, traces, independence, completeness
reference_signs = sign_table(dirac)
largest_trace = 0.0
ranks = []
for g in reps.values():
    for m in range(4):
        for n in range(4):
            assert close(g[m] @ g[n] + g[n] @ g[m], 2 * eta[m, n] * one4, 1e-9)
    assert np.array_equal(sign_table(g), reference_signs)
    G = products(g)
    largest_trace = max(largest_trace, max(abs(np.trace(x)) for x in G[1:]))
    ranks.append(matrix_rank(np.array([x.ravel() for x in G])))
    complete = sum(np.einsum("ij,kl->ijkl", inv(x), x) for x in G)
    assert close(complete, 4 * np.einsum("il,jk->ijkl", one4, one4), 1e-8)
    assert len(intertwiners(g, g)) == 1
assert largest_trace < 1e-9 and set(ranks) == {16}
assert all(close(x.real, 0) for x in majorana)
gamma5_chiral = 1j * chiral[0] @ chiral[1] @ chiral[2] @ chiral[3]
assert close(gamma5_chiral, np.diag([-1, -1, 1, 1]))

# Existence, uniqueness, inverse formula and seed formula for every pair
seed = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
dimensions = []
for g in reps.values():
    for h in reps.values():
        null = intertwiners(h, g)
        dimensions.append(len(null))
        assert len(null) == 1
        S = group_sum(h, g, seed)
        assert norm(S) > 1e-6
        assert close(S, nested_sum(h, g, seed), 1e-8)
        assert close(S, 4 * np.trace(inv(null[0]) @ seed) * null[0], 1e-7)
        for a, b in zip(h, g):
            assert close(a, S @ b @ inv(S), 1e-7)
        G_seed = S.conj().T / (4 * np.trace(S @ S.conj().T))
        assert close(group_sum(g, h, G_seed) @ S, one4, 1e-7)

# Explicit similarities; the sums are rescaled to unitary matrices
tau3 = kron(s3, one2)
S_cd = (one4 - 1j * kron(s2, one2)) / np.sqrt(2)
S_md = (tau3 + kron(s1, s2)) / np.sqrt(2)
S_mc = (tau3 + kron(s1, one2) + kron(s1 - s3, s2)) / 2
factors = []
for h, g, F, closed in ((chiral, dirac, one4, S_cd),
                        (majorana, dirac, tau3, S_md),
                        (majorana, chiral, tau3, S_mc)):
    raw = group_sum(h, g, F)
    scale = np.sqrt(np.trace(raw.conj().T @ raw).real / 4)
    factors.append(scale)
    assert close(raw.conj().T @ raw, scale**2 * one4, 1e-9)
    assert close(raw / scale, closed)
    for a, b in zip(h, g):
        assert close(closed @ b @ closed.conj().T, a)
assert close(S_mc, S_md @ S_cd.conj().T)
failed_md = norm(group_sum(majorana, dirac, one4))
failed_mc = norm(group_sum(majorana, chiral, one4))
assert failed_md < TOL and failed_mc < TOL

# Three anticommuting 2x2 matrices: sigma and -sigma are not equivalent
pauli = [s1, s2, s3]
dim_pauli = len(intertwiners([-s for s in pauli], pauli))
trace_pauli = np.trace(s1 @ s2 @ s3)
assert dim_pauli == 0 and abs(trace_pauli) > 1
assert len(intertwiners(pauli, pauli)) == 1

# Worked example: moving electron, spin up along z
assert abs(energy**2 - momentum**2 - 1) < TOL
u_d = np.sqrt(energy + 1) * np.array([1, 0, momentum / (energy + 1), 0], complex)
u_c, u_m = S_cd @ u_d, S_md @ u_d
assert close(u_c, [np.sqrt(energy - momentum), 0, np.sqrt(energy + momentum), 0])
scalars, currents = [], []
for g, u in ((dirac, u_d), (chiral, u_c), (majorana, u_m)):
    assert close((energy * g[0] - momentum * g[3]) @ u, u)
    bar = u.conj() @ g[0]
    scalars.append((bar @ u).real)
    currents.append([(bar @ x @ u).real for x in g])
assert close(scalars, 2)
assert close(currents, [[2 * energy, 0, 0, 2 * momentum]] * 3)
mixed_scalar = (u_c.conj() @ dirac[0] @ u_c).real
assert abs(mixed_scalar - scalars[0]) > 1

# Majorana complex conjugation yields the charge-conjugate spinor
v_d = S_md.conj().T @ u_m.conj()
assert close(v_d, -dirac[2] @ u_d.conj())
assert close((energy * dirac[0] - momentum * dirac[3]) @ v_d, -v_d)

# Boosted gammas: a similarity that is not unitary
S_b = expm(-rapidity / 2 * dirac[0] @ dirac[3])
raw_b = group_sum(boosted, dirac, one4)
assert close(raw_b, 16 * np.cosh(rapidity / 2) * S_b, 1e-9)
singular = svd(S_b, compute_uv=False)
assert singular[0] / singular[-1] > 1.5
u_b = S_b @ u_d
adjoint_b = inv(S_b).conj().T @ dirac[0] @ inv(S_b)
right_scalar = (u_b.conj() @ adjoint_b @ u_b).real
naive_scalar = (u_b.conj() @ boosted[0] @ u_b).real
assert close(adjoint_b, dirac[0])
assert abs(right_scalar - scalars[0]) < TOL
assert abs(naive_scalar - right_scalar) > 0.1

print("All numbers dimensionless or in units hbar = c = m = 1")
print(f"Representations tested: {len(reps)}, ordered pairs: {len(dimensions)}")
print(f"Rank of the 16 products (min, max): {min(ranks)}, {max(ranks)}")
print(f"Intertwiner dimension (min, max): {min(dimensions)}, {max(dimensions)}")
print(f"Intertwiner dimension, sigma to -sigma (2x2): {dim_pauli}")
print(f"Trace of sigma1 sigma2 sigma3: {num(trace_pauli)}")
show("S Dirac to chiral:", S_cd)
show("S Dirac to Majorana:", S_md)
show("S chiral to Majorana:", S_mc)
print(f"Sum/S, Dirac to chiral, seed 1: {factors[0]:.4f}")
print(f"Sum/S, Dirac to Majorana, seed tau3: {factors[1]:.4f}")
print(f"Sum/S, chiral to Majorana, seed tau3: {factors[2]:.4f}")
print(f"Norm of sum, Dirac to Majorana, seed 1: {failed_md:.4f}")
print(f"Norm of sum, chiral to Majorana, seed 1: {failed_mc:.4f}")
print(f"Electron momentum: {momentum:.4f} m c")
print(f"Electron energy: {energy:.4f} m c^2")
print(f"Electron energy converted: {energy / fine_structure**2:.1f} hartree")
show("Spinor u, Dirac:", u_d)
show("Spinor u, chiral:", u_c)
show("Spinor u, Majorana:", u_m)
show("Charge-conjugate spinor, Dirac:", v_d)
for name, sc, cur in zip(("Dirac", "chiral", "Majorana"), scalars, currents):
    text = ", ".join(f"{round(x, 4) + 0.0:.4f}" for x in cur)
    print(f"{name}: ubar u = {sc:.4f}; current = ({text})")
print(f"Chiral spinor with Dirac gamma0, false scalar: {mixed_scalar:.4f}")
print(f"Rapidity of boosted gammas: {rapidity:.4f}")
print(f"Singular values of boost S: {singular[0]:.4f}, {singular[-1]:.4f}")
show("Spinor u, boosted gammas:", u_b)
print(f"Boosted set, scalar with correct adjoint: {right_scalar:.4f}")
print(f"Boosted set, scalar with gamma'0 (false): {naive_scalar:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
All numbers dimensionless or in units hbar = c = m = 1
Representations tested: 7, ordered pairs: 49
Rank of the 16 products (min, max): 16, 16
Intertwiner dimension (min, max): 1, 1
Intertwiner dimension, sigma to -sigma (2x2): 0
Trace of sigma1 sigma2 sigma3: +0.0000+2.0000i
S Dirac to chiral:
  +0.7071+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i  +0.0000+0.0000i
  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i
  +0.7071+0.0000i  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i
  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.0000i  +0.7071+0.0000i
S Dirac to Majorana:
  +0.7071+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000-0.7071i
  +0.0000+0.0000i  +0.7071+0.0000i  +0.0000+0.7071i  +0.0000+0.0000i
  +0.0000+0.0000i  +0.0000-0.7071i  -0.7071+0.0000i  +0.0000+0.0000i
  +0.0000+0.7071i  +0.0000+0.0000i  +0.0000+0.0000i  -0.7071+0.0000i
S chiral to Majorana:
  +0.5000+0.0000i  +0.0000+0.5000i  +0.5000+0.0000i  +0.0000-0.5000i
  +0.0000-0.5000i  +0.5000+0.0000i  +0.0000+0.5000i  +0.5000+0.0000i
  +0.5000+0.0000i  +0.0000-0.5000i  -0.5000+0.0000i  +0.0000-0.5000i
  +0.0000+0.5000i  +0.5000+0.0000i  +0.0000+0.5000i  -0.5000+0.0000i
Sum/S, Dirac to chiral, seed 1: 11.3137
Sum/S, Dirac to Majorana, seed tau3: 11.3137
Sum/S, chiral to Majorana, seed tau3: 8.0000
Norm of sum, Dirac to Majorana, seed 1: 0.0000
Norm of sum, chiral to Majorana, seed 1: 0.0000
Electron momentum: 0.7500 m c
Electron energy: 1.2500 m c^2
Electron energy converted: 23473.6 hartree
Spinor u, Dirac:
  +1.5000+0.0000i  +0.0000+0.0000i  +0.5000+0.0000i  +0.0000+0.0000i
Spinor u, chiral:
  +0.7071+0.0000i  +0.0000+0.0000i  +1.4142+0.0000i  +0.0000+0.0000i
Spinor u, Majorana:
  +1.0607+0.0000i  +0.0000+0.3536i  -0.3536+0.0000i  +0.0000+1.0607i
Charge-conjugate spinor, Dirac:
  +0.0000+0.0000i  +0.0000-0.5000i  +0.0000+0.0000i  +0.0000+1.5000i
Dirac: ubar u = 2.0000; current = (2.5000, 0.0000, 0.0000, 1.5000)
chiral: ubar u = 2.0000; current = (2.5000, 0.0000, 0.0000, 1.5000)
Majorana: ubar u = 2.0000; current = (2.5000, 0.0000, 0.0000, 1.5000)
Chiral spinor with Dirac gamma0, false scalar: -1.5000
Rapidity of boosted gammas: 0.6931
Singular values of boost S: 1.4142, 0.7071
Spinor u, boosted gammas:
  +1.4142+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i  +0.0000+0.0000i
Boosted set, scalar with correct adjoint: 2.0000
Boosted set, scalar with gamma'0 (false): 2.5000
ALL CHECKS PASSED
```
